# Boundary and bulk diffusion through a film of square columnar grains

## Problem

A film consists of columnar grains that run straight through it from one face to the other. Seen from above, the grains form a square array. They are 50 nm wide, and the boundaries between them are 0.5 nm wide. Atoms diffuse through the film from one face to the other, along the columns.

(a) What fraction of the film's area is grain boundary?

(b) How large must the ratio $D_{gb}/D_b$ of boundary to bulk diffusivity be for the boundaries and the grain interiors to carry equal fluxes in steady state?

Two conventions are needed. The grain width $L = 50$ nm is measured from the midline of one boundary to the midline of the opposite one, so that $L$ is also the repeat length of the array. "Equal fluxes" means equal total flows, in atoms per unit time, summed over the area of each region. It does not mean equal flows per unit area.

Each film face is held at a uniform concentration, the diffusivities are constant, and the concentration is at first taken to be the same on the two sides of every interface between boundary and grain. Lengths are given in nanometres, and diffusivities enter only as ratios.

## A tempting solution

A square grain has four sides. Along each side runs a boundary of length $L$ and width $\delta = 0.5$ nm. The boundary area belonging to one grain is therefore $4L\delta$, and the fraction is

$$
f_{\text{wrong}}=\frac{4L\delta}{L^2}=\frac{4\delta}{L}=0.04 .
$$

The flow through each region is proportional to its diffusivity times its area. Equal flows then require $D_{gb}f = D_b(1-f)$, so that

$$
\frac{D_{gb}}{D_b}=\frac{1-0.04}{0.04}=24 .
$$

## Where it fails

The condition for equal flows is sound, as shown below. The fault lies in the area. Each wall separates two grains, and the count above gives its full width to both of them.

A large array shows this directly. Inside an array of $N\times N$ grains there are $N(N-1)$ walls running in one direction and as many in the other. For large $N$ that makes two walls per grain, not four.

A limiting case confirms that the area is too large. The formula $4\delta/L$ reaches one at $\delta=L/4$, which would mean that no grain interior is left. Yet at that point the interior is still a square of side $L-\delta=3L/4$. This test does not by itself reveal the cause. Even $2\delta/L$, which shares each wall correctly, reaches one too early, at $\delta=L/2$, because it counts the overlaps at the corners twice.

## The area fraction

Take as the repeating cell the square whose edges are the boundary midlines. Its area is

$$
L^2=(50\ \text{nm})^2=2500\ \text{nm}^2 .
$$

Half the width of each wall, $\delta/2$, lies inside this cell, and the other half lies in the neighbouring cell. The grain interior is therefore shortened by $\delta/2$ at each end and has side

$$
L-2\cdot\frac{\delta}{2}=L-\delta=49.5\ \text{nm},
$$

with area $(49.5\ \text{nm})^2=2450.25\ \text{nm}^2$. What remains is boundary:

$$
2500-2450.25=49.75\ \text{nm}^2 .
$$

The boundary fraction is

$$
f=\frac{L^2-(L-\delta)^2}{L^2}
=\frac{2L\delta-\delta^2}{L^2}
=\frac{2\delta}{L}-\left(\frac{\delta}{L}\right)^2 .
\tag{1}
$$

With $\delta/L=0.01$ this gives $f=0.0200-0.0001=0.0199$, or about 2%.

Both terms in (1) can be read from the geometry. Four walls of half width have the area $4L(\delta/2)=2L\delta=50\ \text{nm}^2$. At each corner of the cell two of these strips overlap in a small square of side $\delta/2$, which has been counted twice. The four small squares together have the area $4(\delta/2)^2=\delta^2=0.25\ \text{nm}^2$, and subtracting it once leaves 49.75 nm². For an estimate the corners can be ignored, and $f\approx 2\delta/L$ is enough.

## Why the two flows simply add

Multiplying each diffusivity by its own area assumes that boundary and grain act as parallel paths with the same concentration gradient. This needs a reason, because atoms are free to pass sideways from a fast boundary into a slow grain.

Let $z$ be the depth, $h$ the film thickness, $c_0$ the concentration at $z=0$, and let the concentration at $z=h$ be zero. Try the same linear profile everywhere:

$$
c(z)=c_0\left(1-\frac{z}{h}\right).
\tag{2}
$$

In a region of constant diffusivity $D$, steady diffusion requires $D\nabla^2c=0$. The second derivative of a linear function vanishes, so (2) satisfies this equation in the boundary and in the grain. It also takes the right values at the two faces.

At an interface between boundary and grain, the concentration must be continuous, and so must the flux perpendicular to the interface. The first holds because (2) is the same function on both sides. The second holds because (2) does not vary sideways, so the perpendicular flux is zero on both sides.

There is no other steady solution with the period of the array. Suppose there were two, and let $u$ be their difference. Then $u=0$ on both faces, and $\nabla\cdot(D\nabla u)=0$ inside. Multiply by $u$, integrate over one cell of the film, and integrate by parts:

$$
0=\int u\,\nabla\cdot(D\nabla u)\,dV
=\oint u\,D\,\frac{\partial u}{\partial n}\,dS-\int D\,|\nabla u|^2\,dV .
$$

The surface term vanishes: on the faces $u=0$, and opposite sides of the cell cancel because the solution repeats from cell to cell. The interfaces inside the cell add nothing, since $u$ and the perpendicular flux are continuous there. Hence $\int D|\nabla u|^2dV=0$. Since $D$ is positive, $u$ is constant, and since it is zero on the faces, it is zero throughout.

The steady gradient therefore has the magnitude $c_0/h$ in both regions, however different their diffusivities are.

## The crossover ratio

By Fick's law the flow per unit area is $-D\,dc/dz$. From (2), $dc/dz=-c_0/h$, so the flow per unit area is $+Dc_0/h$, directed towards increasing $z$. Multiplying by the areas $fL^2$ and $(1-f)L^2$ gives the flows per cell:

$$
I_{gb}=D_{gb}\,fL^2\,\frac{c_0}{h},
\qquad
I_b=D_b\,(1-f)L^2\,\frac{c_0}{h}.
$$

In their ratio the factors $L^2$ and $c_0/h$ cancel:

$$
\frac{I_{gb}}{I_b}=\frac{D_{gb}}{D_b}\,\frac{f}{1-f}.
\tag{3}
$$

Let $R^*$ be the diffusivity ratio at which this equals one. Then

$$
R^*=\frac{1-f}{f}=\frac{(L-\delta)^2}{2L\delta-\delta^2}
=\frac{2450.25}{49.75}\approx 49 .
\tag{4}
$$

The answer to (b) is thus about 50 as an estimate. The tempting solution gave about half of this, because it had doubled the boundary area.

To see how good the round figure is, write $x=\delta/L$ and expand (4) for small $x$. Dividing numerator and denominator by $L^2$,

$$
R^*=\frac{(1-x)^2}{x(2-x)}
=\frac{1}{2x}\,(1-2x+x^2)\left(1+\frac{x}{2}+\frac{x^2}{4}+\dots\right),
$$

where the last bracket is the geometric series for $1/(1-x/2)$. In the product, the coefficient of $x$ is $\tfrac12-2=-\tfrac32$, and that of $x^2$ is $\tfrac14-1+1=\tfrac14$. Therefore

$$
R^*=\frac{L}{2\delta}-\frac34+\frac{\delta}{8L}+\dots
\tag{5}
$$

The first term is 50, and the second brings it to 49.25. The leading term shows how the result scales: for thin boundaries, doubling the grain width doubles the diffusivity ratio needed for equal flows.

## If 50 nm is the clear width

The problem could also be read with 50 nm as the width $d$ of the grain interior alone. The repeat length is then $d+\delta=50.5$ nm and the cell area is 2550.25 nm². The interior takes 2500 nm² of this and the boundary 50.25 nm², so the fraction is $50.25/2550.25=0.0197$. The crossover ratio becomes

$$
\frac{d^2}{(d+\delta)^2-d^2}=\frac{d^2}{2d\delta+\delta^2}
=\frac{2500}{50.25}\approx 49.8 .
$$

The two readings differ by about 1% in the crossover ratio. For an estimate the choice does not matter, and "2% and about 50" answers the problem in either case.

## Reading the numbers

At the crossover the flows are equal, but the flows per unit area are not. The boundary must carry about 49 times as much per unit area, since it has about one forty-ninth of the grain's area.

The film as a whole behaves like a uniform layer with the effective diffusivity

$$
D_{\text{eff}}=\frac{I_{gb}+I_b}{L^2c_0/h}=fD_{gb}+(1-f)D_b .
$$

At the crossover the two terms are equal, so $D_{\text{eff}}=2(1-f)D_b=1.96\,D_b$. Boundaries that fill 2% of the area have then nearly doubled the flow, compared with a film of the same thickness made of bulk material alone.

For any other diffusivity ratio $R=D_{gb}/D_b$, the boundary share of the total flow is

$$
\frac{I_{gb}}{I_{gb}+I_b}=\frac{Rf}{Rf+1-f}=\frac{R}{R+R^*},
$$

where the last step divides numerator and denominator by $f$ and uses (4). The values for the 50 nm grains are:

| $D_{gb}/D_b$ | boundary share of flow |
|---:|---:|
| 1 | 2% |
| 10 | 17% |
| 100 | 67% |
| 1000 | 95% |
| 10000 | 99.5% |

With equal diffusivities the share is just the area fraction, as it must be. At a ratio of 1000 the grain interiors contribute only about 5%. Even if the interiors stopped conducting altogether, the steady flow through the film would fall by only that much.

## When the atoms prefer the boundary

The concentration need not be the same in boundary and grain. Suppose that local equilibrium keeps it $s$ times higher in the boundary, with $s$ constant. The profiles are then

$$
c_b=c_0\left(1-\frac{z}{h}\right),\qquad
c_{gb}=s\,c_0\left(1-\frac{z}{h}\right),
$$

provided that the faces are held at the matching values. Both profiles are linear, their ratio is $s$ at every depth, and neither drives a sideways flow, so they form a steady solution. The uniqueness argument carries over when it is applied to the quantity equal to $c$ in the grain and $c/s$ in the boundary: this is continuous at the interfaces and obeys the earlier problem with $D_{gb}$ replaced by $sD_{gb}$. The gradient in the boundary is now $s$ times larger, and (3) gains a factor $s$:

$$
\frac{I_{gb}}{I_b}=s\,\frac{D_{gb}}{D_b}\,\frac{f}{1-f},
\qquad
\left(\frac{D_{gb}}{D_b}\right)_{\text{equal}}=\frac{1-f}{s f}.
$$

For $s=10$ the crossover falls from about 49 to about 4.9. If $f$, $D_b$, $c_0$, $h$ and the film area are known, a measurement of the total steady flow, with the faces at these matching values, therefore determines the product $sD_{gb}$, and not $D_{gb}$ by itself.

## Conditions for the result

The result is exact only in a steady state. While an initially empty film is filling, the gradients at the exit face differ between the two regions. At the crossover ratio, the ratio of the exit flows equals the ratio of the mean exit gradients, because the other factors in (3) multiply to one. Atoms arrive sooner along the fast boundaries and leak from there into the grains, so the boundary gradient is at first the larger. A finite-volume solution of the time-dependent equation, for a film twice as thick as the grain width and a time much shorter than $h^2/D_b$, accordingly gives a larger exit flow from the boundaries than from the grains. Equality is reached as the profiles become linear. In a film much thicker than the grain width, sideways exchange is fast compared with transport through the film, and near-equality comes much earlier: for $h=10L$ the two exit flows agree within 1% when the total has reached less than a third of its steady value.

The geometry matters as well. Equation (4) was derived for columns that run through the whole film. A boundary lying flat across the path is in series with the grains, and in steady state the same flow has to pass through both. A film with only flat boundaries therefore has no crossover of this kind. If upright boundaries are present as well, as with stacked or staggered grains, they still form a parallel path joined by the flat ones, and a crossover still exists. The profile (2) then no longer holds exactly, so the crossover ratio differs from (4). In a two-dimensional model with staggered grains as tall as they are wide, it is about 10% higher than for through-going columns.

All numerical values are calculated from the stated model.
